\section*{One-electron and uniform-gas limits of the B95 and M06-L same-spin factors}

\section{Definitions and conventions}

Hartree atomic units are used. The electrons of spin $\sigma$ occupy orthonormal orbitals $\phi_{i\sigma}$ with occupation one. The orbitals are real until Section 5. Where one spin is treated at a time, the label $\sigma$ is dropped. The density, the kinetic-energy density and two reference values of the latter are
\begin{align}
\rho&=\sum_i\phi_i^2, & \tau&=\tfrac12\sum_i|\nabla\phi_i|^2, \label{eq:rhotau}\\
\tau_W&=\frac{|\nabla\rho|^2}{8\rho}, & \tau_{\rm unif}&=C\rho^{5/3},\quad C=\tfrac{3}{10}(6\pi^2)^{2/3}. \label{eq:refs}
\end{align}
Here $\tau_W$ is the von Weizs\"acker form, and $\tau_{\rm unif}$ belongs to a uniform gas of one spin with density $\rho$.

Becke's quantity $D$ is defined with a kinetic-energy density that lacks the factor $\tfrac12$. In the present convention
\begin{equation}
D=\sum_i|\nabla\phi_i|^2-\frac{|\nabla\rho|^2}{4\rho}=2(\tau-\tau_W),\qquad D_{\rm unif}=2\tau_{\rm unif}.
\label{eq:D}
\end{equation}
The factor 2 cancels in the ratio. The two same-spin factors to be compared are
\begin{equation}
a=\frac{D}{D_{\rm unif}}=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad
m=1-\frac{\tau_W}{\tau}=\frac{\tau-\tau_W}{\tau}.
\label{eq:am}
\end{equation}
The first belongs to Becke's functional B95, the second to M06-L. They have the same numerator and different denominators.

Let $e(\rho_\alpha,\rho_\beta)$ be the correlation energy per volume of the uniform gas; all numbers below use its Perdew--Wang parametrization. Both functionals divide it by the Stoll partition,
\begin{align}
e_{\sigma\sigma}&=e(\rho_\sigma,0),\nonumber\\
e_{\alpha\beta}&=e(\rho_\alpha,\rho_\beta)-e(\rho_\alpha,0)-e(0,\rho_\beta).
\label{eq:stoll}
\end{align}
With $\chi_\sigma=|\nabla\rho_\sigma|/\rho_\sigma^{4/3}$, the B95 energy is
\begin{equation}
E_c^{\rm B95}=\sum_\sigma\int\frac{a_\sigma e_{\sigma\sigma}}{(1+c\chi_\sigma^2)^2}\,d^3r
+\int\frac{e_{\alpha\beta}}{1+c'(\chi_\alpha^2+\chi_\beta^2)}\,d^3r,
\label{eq:b95}
\end{equation}
with $c=0.038$ and $c'=0.0031$. The M06-L energy is
\begin{equation}
E_c^{\rm M06L}=\sum_\sigma\int m_\sigma e_{\sigma\sigma}F_{\sigma\sigma}\,d^3r+\int e_{\alpha\beta}F_{\alpha\beta}\,d^3r .
\label{eq:m06}
\end{equation}
Each $F$ is a fitted series. For equal spins its variables are $\chi^2$ and $q=2(\tau-\tau_{\rm unif})/\rho^{5/3}$, and
\begin{align}
F&=\sum_{n=0}^{4} b_n\left(\frac{\gamma\chi^2}{1+\gamma\chi^2}\right)^n
+\frac{d_0}{\Gamma}+\frac{d_1\chi^2+d_2q}{\Gamma^2}\nonumber\\
&\quad+\frac{d_3\chi^4+d_4\chi^2q+d_5q^2}{\Gamma^3},\qquad \Gamma=1+\eta(\chi^2+q).
\label{eq:series}
\end{align}
For opposite spins $\chi^2$ and $q$ are replaced by their sums over the two spins, and the coefficients are different. Since $\tau\ge0$, each $q$ is at least $-2C$. The published $\eta$ are positive and small enough that $\Gamma$ stays positive at this lower limit, so $F$ is bounded.

\section{Where the one-electron error sits}

A single electron has no partner to correlate with, so its exact correlation energy is zero. Let it have spin $\alpha$. Then $\rho_\beta=0$, and \eqref{eq:stoll} gives
\begin{equation}
e_{\alpha\beta}=e(\rho_\alpha,0)-e(\rho_\alpha,0)-e(0,0)=0 .
\label{eq:opp0}
\end{equation}
The prefactors of $e_{\alpha\beta}$ in \eqref{eq:b95} and \eqref{eq:m06} are bounded, so the opposite-spin energy vanishes. The term $e_{\beta\beta}=e(0,0)$ vanishes too. What remains is $e_{\alpha\alpha}=e(\rho_\alpha,0)$, which is negative: a polarized uniform gas contains many electrons, and these do correlate. For the hydrogen $1s$ density its integral is $-0.02218$ hartree. The same-spin factor has to remove this energy without changing the result for a gas that really is uniform.

\section{The meaning of $D$}

The numerator of \eqref{eq:am} measures how soon a second electron of the same spin is met near a first one. In a single determinant, an electron at $\mathbf r$ leaves at $\mathbf r+\mathbf s$ the conditional same-spin density
\begin{align}
P(\mathbf s)&=\rho(\mathbf r+\mathbf s)-\frac{\gamma(\mathbf s)^2}{\rho(\mathbf r)},\nonumber\\
\gamma(\mathbf s)&=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r+\mathbf s).
\label{eq:P}
\end{align}
At $\mathbf s=0$ one has $\gamma=\rho$, hence $P=0$, as the Pauli principle requires. In an average over the directions of $\mathbf s$ the linear Taylor term cancels and $s_ks_l$ becomes $\delta_{kl}s^2/3$. The quadratic term $\tfrac12\sum_{kl}s_ks_l\partial_k\partial_lP$ therefore becomes $\tfrac16s^2\nabla^2P$.

The Laplacian at $\mathbf s=0$ has two parts. With $L=\sum_i\phi_i\nabla^2\phi_i$, the first is
\begin{equation}
\nabla^2\rho=2\sum_i|\nabla\phi_i|^2+2\sum_i\phi_i\nabla^2\phi_i=4\tau+2L .
\label{eq:lap1}
\end{equation}
For the second, $\nabla\gamma=\sum_i\phi_i\nabla\phi_i=\tfrac12\nabla\rho$ and $\nabla^2\gamma=L$, so that
\begin{equation}
\frac{\nabla^2\gamma^2}{\rho}=\frac{2|\nabla\gamma|^2+2\gamma\nabla^2\gamma}{\rho}
=\frac{|\nabla\rho|^2}{2\rho}+2L=4\tau_W+2L .
\label{eq:lap2}
\end{equation}
The terms in $L$ cancel in the difference, and
\begin{equation}
\langle P\rangle=\tfrac16s^2(4\tau-4\tau_W)+\dots=\tfrac23(\tau-\tau_W)s^2+\dots
\label{eq:curv}
\end{equation}
In the uniform gas the coefficient is $\tfrac23\tau_{\rm unif}$, as Section 4 confirms. The B95 factor $a$ is thus the curvature of the same-spin pair density divided by its value in a uniform gas of the same density.

This gives $a$ a physical reading: if no second electron of the same spin is near, the curvature is small and so is the correlation assigned to the pair. It does not prove that the correlation energy is proportional to the curvature. That proportionality is a modelling choice. M06-L keeps the numerator but measures it against the actual $\tau$.

\section{The two limits}

\subsection{One orbital}

Multiply the numerator by $2\rho$ and insert the orbital sums. From \eqref{eq:rhotau},
\begin{equation}
2\rho\tau=\sum_{ij}\phi_i^2|\nabla\phi_j|^2 .
\label{eq:rt}
\end{equation}
From \eqref{eq:refs} with $\nabla\rho=2\sum_i\phi_i\nabla\phi_i$,
\begin{equation}
2\rho\tau_W=\tfrac14|\nabla\rho|^2=\sum_{ij}\phi_i\phi_j\nabla\phi_i\cdot\nabla\phi_j .
\label{eq:rtw}
\end{equation}
The double sum \eqref{eq:rt} is unchanged when $i$ and $j$ are exchanged, so it may be replaced by half the sum of both forms. Subtraction of \eqref{eq:rtw} then completes a square:
\begin{align}
2\rho(\tau-\tau_W)&=\tfrac12\sum_{ij}\left(\phi_i^2|\nabla\phi_j|^2+\phi_j^2|\nabla\phi_i|^2-2\phi_i\phi_j\nabla\phi_i\cdot\nabla\phi_j\right)\nonumber\\
&=\tfrac12\sum_{ij}|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i|^2 .
\end{align}
The terms with $i=j$ vanish and each other pair occurs twice. Hence
\begin{equation}
\tau-\tau_W=\frac1{2\rho}\sum_{i<j}|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i|^2\ge0 .
\label{eq:lagrange}
\end{equation}
With one orbital there is no pair, so $\tau=\tau_W$ and
\begin{equation}
a=m=0\qquad\text{(one real orbital)}.
\label{eq:zero}
\end{equation}
This holds for $a$ wherever $\rho>0$, and for $m$ wherever also $\tau>0$. The nodal surfaces of the orbital and the points where its gradient vanishes have no volume and do not affect the integrals. Together with \eqref{eq:opp0}, and because the remaining same-spin prefactors are bounded, \eqref{eq:zero} makes the whole one-electron correlation energy zero in both functionals. Quadrature over $r$ and the polar angle shows this for hydrogen. The bare energies $-0.02218$ hartree for $1s$ and $-0.01323$ hartree for $2p_0$ become zero to six decimals with B95 and with M06-L.

If two electrons of opposite spin share one spatial orbital, \eqref{eq:zero} holds for each spin, but $e_{\alpha\beta}$ does not vanish. This is as it should be, since such a pair has true opposite-spin correlation.

\subsection{Uniform gas}

In a uniform gas the plane waves with $|\mathbf k|\le k_F$ are occupied. The waves $\mathbf k$ and $-\mathbf k$ can be combined into a real cosine and sine without changing $\rho$ or $\tau$. Per volume,
\begin{align}
\rho&=\int_{k\le k_F}\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{6\pi^2},\nonumber\\
\tau&=\frac12\int_{k\le k_F}\frac{k^2\,d^3k}{(2\pi)^3}=\frac{k_F^5}{20\pi^2}=\tfrac3{10}k_F^2\rho .
\end{align}
Since $k_F^2=(6\pi^2\rho)^{2/3}$, this is $\tau=C\rho^{5/3}=\tau_{\rm unif}$. The density is constant, so $\tau_W=0$, and \eqref{eq:am} gives
\begin{equation}
a=m=1\qquad\text{(uniform gas)}.
\label{eq:one}
\end{equation}

For the whole functional the other prefactors must also be one. In B95, $\chi_\sigma=0$ makes both denominators one, and the parts in \eqref{eq:stoll} add up:
\begin{equation}
e_{\alpha\alpha}+e_{\beta\beta}+e_{\alpha\beta}=e(\rho_\alpha,\rho_\beta).
\end{equation}
In M06-L, $\chi=q=0$ reduces \eqref{eq:series} to $F=b_0+d_0$. The limit therefore needs
\begin{equation}
b_0+d_0=1
\label{eq:constraint}
\end{equation}
for the same-spin and for the opposite-spin coefficients. The published coefficients comply: for three pairs of uniform spin densities, one unpolarized and two polarized, the M06-L energy differs from $e(\rho_\alpha,\rho_\beta)$ by at most $4.4\times10^{-16}$ of $|e(\rho_\alpha,\rho_\beta)|$, which is rounding. The factor $m$ alone would not secure the limit if the fit had ignored \eqref{eq:constraint}.

\section{An orbital that carries current}

The result \eqref{eq:zero} was derived for a real orbital. Let now $\phi=Ae^{iS}$ with real $A$ and $S$, and use $|\phi|^2$ and $|\nabla\phi|^2$ in \eqref{eq:rhotau}. Then $\rho=A^2$ and $\nabla\phi=(\nabla A+iA\nabla S)e^{iS}$, so
\begin{equation}
\tau=\tfrac12|\nabla A|^2+\tfrac12A^2|\nabla S|^2,\qquad
\tau_W=\frac{|2A\nabla A|^2}{8A^2}=\tfrac12|\nabla A|^2 .
\end{equation}
The current density is $\mathbf j={\rm Im}(\phi^*\nabla\phi)=A^2\nabla S$, and therefore
\begin{equation}
\tau-\tau_W=\tfrac12\rho|\nabla S|^2=\frac{|\mathbf j|^2}{2\rho}.
\label{eq:current}
\end{equation}
For $2p_{+1}$ the phase $S$ is the azimuth, $|\nabla S|=1/(r\sin\vartheta)$ with polar angle $\vartheta$, and the numerator is $\rho/(2r^2\sin^2\vartheta)$. Neither factor vanishes. The hydrogen $2p_{+1}$ orbital keeps a spurious correlation energy of $-0.0031$ hartree in B95 and $-0.0026$ hartree in M06-L, compared with $-0.01246$ hartree for the bare same-spin term. Subtracting $|\mathbf j|^2/(2\rho)$ from $\tau-\tau_W$ restores the zero for one orbital. It leaves \eqref{eq:one} intact for a gas without current.

\section{Between the limits}

Division of the two forms in \eqref{eq:am} gives
\begin{equation}
a=m\,\frac{\tau}{\tau_{\rm unif}} .
\label{eq:ratio}
\end{equation}
With $w=\tau_W/\tau_{\rm unif}$ one has $\tau/\tau_{\rm unif}=a+w$, and hence $m=a/(a+w)$. Because $0\le\tau_W\le\tau$ by \eqref{eq:lagrange},
\begin{equation}
0\le m\le1,\qquad a\ge0 .
\label{eq:bounds}
\end{equation}
The factor $m$ can only reduce the magnitude of $e_{\sigma\sigma}$. The factor $a$ can also increase it. The difference is plain where $\nabla\rho=0$. There $\tau_W=0$, so $m=1$ for any $\tau>0$, while $a=\tau/\tau_{\rm unif}$. M06-L's factor then cannot tell such a point from a uniform gas; the task is left to the variable $q$ in the series \eqref{eq:series}.

A filled $p$ shell of one spin shows that $a$ has no upper bound. Take
\begin{equation}
\phi_i=Nx_ie^{-\kappa r},\quad i=1,2,3,\qquad N^2=\kappa^5/\pi .
\end{equation}
The norm follows from $\int x_i^2e^{-2\kappa r}d^3r=\frac{4\pi}3\frac{4!}{(2\kappa)^5}=\pi/\kappa^5$. The density is $\rho=N^2r^2e^{-2\kappa r}$. With unit vectors $\mathbf e_i$ and $\hat{\mathbf r}$, $\nabla\phi_i=Ne^{-\kappa r}(\mathbf e_i-\kappa x_i\hat{\mathbf r})$, and $\sum_ix_i\,\mathbf e_i\cdot\hat{\mathbf r}=r$, so
\begin{align}
\tau&=\tfrac12N^2e^{-2\kappa r}(3-2\kappa r+\kappa^2r^2)
=\frac{\rho}{2r^2}\left[2+(1-\kappa r)^2\right],\label{eq:ptau}\\
\tau_W&=\frac\rho8\left(\frac2r-2\kappa\right)^2=\frac{\rho}{2r^2}(1-\kappa r)^2 .
\label{eq:ptw}
\end{align}
The difference is $\rho/r^2$, and
\begin{equation}
a=\frac1{C\,r^2\rho^{2/3}},\qquad m=\frac2{2+(1-\kappa r)^2}.
\label{eq:pam}
\end{equation}
For $\kappa=1$ the values are:
\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $\rho$ (bohr$^{-3}$) & $a$ & $m$\\
\hline
1 & $4.31\times10^{-2}$ & 1.785 & 1.000\\
3 & $7.10\times10^{-3}$ & 0.660 & 0.333\\
6 & $7.04\times10^{-5}$ & 3.574 & 0.074\\
10 & $6.56\times10^{-8}$ & 134.9 & 0.024
\end{tabular}
\end{center}
At $r=1$ the density has its maximum, so $m=1$, but $a$ is well above one. The dip of $a$ near $r=3$ follows from \eqref{eq:pam}: $a\propto r^{-10/3}e^{4\kappa r/3}$ has its minimum at $\kappa r=5/2$. Farther out the exponential wins. From $r=6$ to $r=10$, $a$ grows by $(6/10)^2(7.04\times10^{-5}/6.56\times10^{-8})^{2/3}\approx38$, while $m$ falls toward zero as $2/(\kappa r)^2$.

In B95 this growth is held back by the gradient denominator. For $\kappa r>1$, \eqref{eq:ptw} gives $\chi=2\kappa(1-1/\kappa r)\rho^{-1/3}$. When $c\chi^2\gg1$,
\begin{equation}
\frac a{(1+c\chi^2)^2}\simeq\frac a{c^2\chi^4}=\frac{\rho^{2/3}}{16\,C\,c^2\kappa^4r^2(1-1/\kappa r)^4},
\label{eq:tail}
\end{equation}
which decays. At $r=10$ the product is $2.4\times10^{-6}$ instead of 134.9. The factor $a$ and its denominator should therefore be judged together, whereas $m$ is bounded by itself. The denominator does not bound the product everywhere: where $\nabla\rho=0$ it equals one. At the midpoint of two hydrogen $1s$ orbitals a distance $R$ apart, each holding an electron of the same spin, $\tau\propto e^{-R}$ and $\rho^{5/3}\propto e^{-5R/3}$ at large $R$, so the damped factor grows as $e^{2R/3}$, though at a density that vanishes exponentially.

\section{Example: LiH}

LiH has two occupied orbitals per spin, so \eqref{eq:lagrange} has a single pair term. The orbitals are taken from a restricted Hartree--Fock calculation in the cc-pVTZ basis at a chosen bond length of 3.024 bohr (1.6~\AA); the total energy is $-7.9866$ hartree. All correlation energies below use these fixed orbitals and are integrated on an atom-centred grid.

To isolate the factors, the same $e_{\sigma\sigma}$ is integrated with different weights. The sums over both spins are:
\begin{center}
\begin{tabular}{lr}
weight of $e_{\sigma\sigma}$ & energy (hartree)\\
\hline
1 & $-0.1054$\\
$a$ & $-0.0278$\\
$m$ & $-0.0040$\\
$a/(1+c\chi^2)^2$ & $-0.0016$
\end{tabular}
\end{center}
The factor $a$ alone leaves $0.0278/0.1054\approx26\%$ of the bare energy, and $m$ leaves about $4\%$. With its denominator, the B95 same-spin term keeps about $1.6\%$. Adding the opposite-spin part gives the B95 correlation energy,
\begin{equation}
-0.0016-0.0827=-0.0843\ \text{hartree}.
\end{equation}
The complete M06-L value is $-0.0815$ hartree. The entry for $m$ in the table is not the M06-L same-spin energy, because it omits the series $F_{\sigma\sigma}$; with the series that energy is $+0.0018$ hartree, of the opposite sign. In larger bases (up to aug-cc-pVQZ) the correlation energies of this section move by up to $10^{-4}$ hartree.

Points on the molecular axis, with Li at $z=0$ and H at $z=3.024$ bohr, show where the factors part:
\begin{center}
\begin{tabular}{rrrrr}
$z$ (bohr) & $\rho$ (bohr$^{-3}$) & $\tau/\tau_{\rm unif}$ & $a$ & $m$\\
\hline
$-3.0$ & 0.00001 & 966 & 692 & 0.716\\
0.5 & 0.399 & 1.508 & 0.033 & 0.022\\
1.0 & 0.036 & 5.841 & 2.601 & 0.445\\
1.5 & 0.021 & 1.699 & 1.475 & 0.868\\
2.0 & 0.038 & 0.478 & 0.047 & 0.099\\
2.5 & 0.077 & 0.363 & 0.002 & 0.005
\end{tabular}
\end{center}
These local values belong to cc-pVTZ and are not converged to the digits shown: in aug-cc-pVQZ $a$ is 2.72 at $z=1$ and 1.36 at $z=1.5$, and $m$ is 0.466 at $z=1$. At $z=1.5$, \eqref{eq:ratio} reads $0.868\times1.699=1.475$. The density passes through a minimum along the axis between $z=1$ and $z=2$, and by symmetry it has no transverse gradient there. At that minimum $m=1$ and $a=\tau/\tau_{\rm unif}$, which explains why $m$ is large nearby. At $z=2$ the order is reversed, $a<m$, because $\tau<\tau_{\rm unif}$. Both factors are small at $z=0.5$ and $z=2.5$. This is what \eqref{eq:lagrange} gives if one orbital dominates near each nucleus, the core orbital at Li and the bonding orbital at H; the orbital densities were not separated at these two points, so this assignment is an interpretation.

The value $a=692$ behind the Li nucleus is striking. Its size depends on the basis (about 490 in cc-pVQZ, 760 in aug-cc-pVTZ and 570 in aug-cc-pVQZ), but it is large in each case. Equation \eqref{eq:lagrange} shows why. For two orbitals write $\phi_1=\sqrt\rho\cos\Theta$ and $\phi_2=\sqrt\rho\sin\Theta$. Then $\phi_1\nabla\phi_2-\phi_2\nabla\phi_1=\rho\nabla\Theta$, so
\begin{equation}
\tau-\tau_W=\tfrac12\rho|\nabla\Theta|^2,\qquad a=\frac{|\nabla\Theta|^2}{2C\rho^{2/3}} .
\end{equation}
This is very large where the density is thin and the mixture of the two orbitals changes quickly. At $z=-3$ the canonical core and bonding orbitals contribute comparably; the core share of $\rho$ is about $64\%$ in cc-pVTZ and about $30\%$ in the quadruple-zeta bases. At the node of the bonding orbital behind Li, $z\approx-2.46$ in cc-pVTZ, the density is six times higher and $|\nabla\Theta|$ about half as large, so $a$ is only about 59. In the quadruple-zeta bases this node lies near $z=-2.24$, with $a\approx28$. Large values are not confined to such thin density: where $\rho>10^{-3}$ bohr$^{-3}$, $a$ still reaches about 20, and about $7\%$ of the electrons are found where $a>1$. In those regions the B95 factor enhances the uniform-gas energy before the denominator acts, which by \eqref{eq:bounds} the factor $m$ cannot do. This contrast concerns the two factors, not the complete functionals: the series $F_{\sigma\sigma}$ can exceed one or turn negative. For the $p$ shell of Section 6 the full M06-L weight $mF_{\sigma\sigma}$ is 2.20 at $r=1$, above the B95 weight 1.785, and $-0.51$ at $r=6$.
